Gravitational sag and film-induced bow of a 300 mm silicon wafer

**Problem**

A (001) silicon wafer of diameter 300 mm and thickness 775 µm lies horizontally on a continuous ring under its rim. The ring holds the rim at one height but leaves it free to tilt and to slide.

(a) How far does the centre sag below the rim under the wafer's own weight?

(b) A thin film under stress covers the upper face. How far does it bow the wafer, and which film force gives a bow equal to the sag?

(c) Compare the two for a few common films, and say how a measurement can separate them.

Use these rough room-temperature values for silicon: density ρ = 2330 kg/m³ and elastic constants C11 = 166 GPa, C12 = 64 GPa, C44 = 80 GPa. Standard gravity is g = 9.80665 m/s².

**Conventions**

The radius is a = 150 mm and the thickness is h. The deflection w(r) is positive downward, with w(a) = 0. The coordinate z is measured upward from the midplane, and tensile stress is positive. The wafer is treated as a thin plate: lines normal to the midplane stay straight and normal, slopes are small, and w is well below h. No electronic constant enters, so the equations read the same in atomic units.

**Stiffness of the wafer**

The faces of a thin plate carry almost no normal stress, so σz = 0 throughout:

C12(εx + εy) + C11 εz = 0, hence εz = −(C12/C11)(εx + εy).

Inserting this in σx = C11 εx + C12(εy + εz) gives

σx = Q11 εx + Q12 εy,
Q11 = C11 − C12²/C11 = 141.3 GPa,
Q12 = C12 − C12²/C11 = 39.3 GPa.

The in-plane shear stiffness remains C44. For equal strain ε in both directions, the stress is Mε, with the biaxial modulus

M = Q11 + Q12 = 180.7 GPa.

This response is the same in every in-plane direction, but the response to bending along one direction is not. For a unit strain along a direction at angle φ to a cube axis, the strain components are cos²φ, sin²φ and the shear 2 sinφ cosφ. Twice the energy density is then

Q11(cos⁴φ + sin⁴φ) + (2Q12 + 4C44) sin²φ cos²φ.

The angular averages of cos⁴φ and sin⁴φ are 3/8, and that of sin²φ cos²φ is 1/8. The mean stiffness is therefore

Q = (3Q11 + Q12 + 2C44)/4 = 155.8 GPa.

I replace the wafer by an isotropic plate with this Q and the same M. Since M = Q(1 + ν) in such a plate, its Poisson ratio is ν = M/Q − 1 = 0.159. The error of this replacement is given below.

**(a) Sag under the weight**

Where the surface has slope s = dw/dr, a point at height z moves radially by zs. The strains are

εr = z s′, εt = z s/r,

where a prime means d/dr. The elastic energy per area is half the integral of σrεr + σtεt over the thickness. Because ∫z²dz = h³/12, it equals

(D/2)[s′² + (s/r)² + 2ν s′s/r], D = Qh³/12 = 6.045 N m.

The weight per area is q = ρgh = 17.71 Pa, and lowering the plate by w changes its potential energy per area by −qw. The total energy, divided by 2π, is

U = ∫₀ᵃ { (D/2)[r s′² + s²/r + 2ν s s′] − q r w } dr.

In equilibrium its first variation vanishes:

∫₀ᵃ { D(r s′ + νs) δs′ + D(s/r + νs′) δs − q r δw } dr = 0.

Two integrations by parts bring everything to δs. In the load term, δw vanishes at the rim and r² vanishes at the centre, so

−∫₀ᵃ q r δw dr = +∫₀ᵃ (q r²/2) δs dr.

The first term becomes

[D(r s′ + νs) δs]₀ᵃ − ∫₀ᵃ D(r s″ + s′ + νs′) δs dr.

The two terms with νs′ cancel. Inside the plate δs is arbitrary, which requires

r s″ + s′ − s/r = q r²/(2D).

The rim is free to tilt, so δs(a) is arbitrary too, and its coefficient must vanish:

s′(a) + ν s(a)/a = 0.

This condition says that the rim carries no bending moment.

Dividing the plate equation by r turns its left side into a total derivative:

d/dr[(1/r) d(rs)/dr] = q r/(2D).

One integration gives (1/r) d(rs)/dr = q r²/(4D) + c. Multiplying by r and integrating again, with s finite at the centre, gives

s = q r³/(16D) + c r/2.

The rim condition becomes

(3 + ν) q a²/(16D) + (1 + ν)c/2 = 0, so c = −(3 + ν) q a²/[8(1 + ν)D].

Since w(a) = 0, the central deflection is minus the integral of s from 0 to a:

w(0) = −q a⁴/(64D) − c a²/4
= (q a⁴/64D) [2(3 + ν) − (1 + ν)]/(1 + ν)
= (5 + ν) q a⁴/[64(1 + ν)D].

With q = ρgh and D = Mh³/[12(1 + ν)], the factor 1 + ν cancels:

w_g = 3(5 + ν) ρg a⁴/(16 M h²).

In SI units, ρg = 2.285 × 10⁴, a⁴ = 5.0625 × 10⁻⁴ and h² = 6.006 × 10⁻⁷, so

w_g = 3 × 5.159 × 2.285 × 10⁴ × 5.0625 × 10⁻⁴ / (16 × 1.807 × 10¹¹ × 6.006 × 10⁻⁷)
= 1.03 × 10⁻⁴ m.

The sag is about 103 µm, or 1.03 × 10⁶ Å. With rough input data, "roughly 100 µm" is the appropriate statement.

The stresses that go with it are small compared with the strength of silicon at room temperature. At the centre both principal curvatures have magnitude |c|/2, so the lower face carries the tension

M(h/2)|c|/2 = 3(3 + ν) q a²/(8h²) = 0.79 MPa.

**The role of the support**

If the rim were clamped horizontally, the condition would be s(a) = 0. Then c = −q a²/(8D), and

w(0) = −q a⁴/(64D) + q a⁴/(32D) = q a⁴/(64D) = 23 µm.

Freedom to tilt thus raises the sag by the factor (5 + ν)/(1 + ν), about 4.5.

Three supporting points at the rim, 120° apart, are a different problem without circular symmetry. I solved it numerically by minimizing the bending energy of the cubic plate over polynomial deflections up to degree 16, with one point on a ⟨110⟩ direction. The centre then lies about 170 µm below the supports, roughly 1.6 times the sag on a ring. More digits would not be safe, because the result converges slowly with the polynomial degree: the deflection is not smooth at a point support. The words "rim-supported" are therefore not enough. The answer of roughly 100 µm belongs to a continuous ring, or to enough evenly spaced rim points to approximate one, but not to three points. For the isotropic plate with equally loaded points, the sag exceeds the ring value by about 24 % with four points, 7 % with six and 1 % with twelve. For the cubic plate on four points the excess lies between about 18 % (points on ⟨100⟩) and 32 % (points on ⟨110⟩).

The same method applied to the cubic plate on a ring changes the sag by only 0.03 % relative to the formula, which justifies the angular average here. The upward force from the ring varies between 0.84 and 1.16 times its mean. It never changes sign, so a ring that can push but not pull is sufficient.

**(b) Bow from a film**

Let the film have thickness t, much smaller than h, and uniform stress σ, equal in all in-plane directions. It pulls with the force per length F = σt at height h/2. Let the wafer respond with a uniform midplane strain e and a curvature κ = −w″, equal in all directions. Its stress is then M(e − κz).

With the weight left out, no external force or moment acts on the wafer, so both must balance across any vertical section:

force: M e h + F = 0,
moment: ∫ M(e − κz) z dz + F h/2 = −M κ h³/12 + F h/2 = 0.

The integral runs from −h/2 to h/2, where the term with e vanishes by symmetry. The result is Stoney's formula,

κ = 6F/(M h²).

A tensile film on top gives κ > 0: the rim turns up and the centre lies low, so this bow adds to the sag. Integrating w″ = −κ with w(a) = 0 gives w = κ(a² − r²)/2, and at the centre

w_f = κa²/2 = 3F a²/(M h²).

All rim points of this surface lie in one plane. The film bow is therefore the same on a ring and on three rim points, although the sag is not.

The ratio of the two deflections is

w_g/w_f = [3(5 + ν)ρg a⁴/(16Mh²)] × [Mh²/(3Fa²)] = (5 + ν)ρg a²/(16F).

They are equal for the film force

F* = (5 + ν)ρg a²/16 = 5.159 × 2.285 × 10⁴ × 0.0225/16 = 166 N/m,

which is 10.35 eV/Å². For a film 100 nm thick this means a stress of about 1.7 GPa.

The thickness has dropped out. The weight grows as h and the rigidity as h³, so the sag falls as 1/h². The lever arm of the film also grows as h, so its bow falls as 1/h² as well. Thinning a wafer at fixed radius and film force enlarges both by the same factor. The modulus M cancels too, and elasticity survives only through ν.

The radius does not cancel. At the same thickness, a 200 mm wafer sags by (2/3)⁴ × 103 µm, about 20 µm, while the bow from a given film falls only by (2/3)². Its F* is about 74 N/m.

**(c) A few films**

The stresses below are rough typical values at room temperature. For 100 nm of silicon nitride at 1000 MPa, F = 100 N/m and

w_f = 3 × 100 × 0.0225/(1.807 × 10¹¹ × 6.006 × 10⁻⁷) = 6.2 × 10⁻⁵ m = 62 µm.

The other rows follow in the same way. A negative bow means that the film alone lifts the centre above the rim.

| Film on upper face | Stress (MPa) | F (N/m) | Bow (µm) | Bow/sag |
|---|---|---|---|---|
| Silicon nitride, 20 nm | 1000 | 20 | 12 | 0.12 |
| Silicon nitride, 100 nm | 1000 | 100 | 62 | 0.60 |
| Copper, 1000 nm | 200 | 200 | 124 | 1.21 |
| Thermal oxide, 1000 nm | −300 | −300 | −187 | −1.81 |

The sag lies inside the range of these film bows. If it were mistaken for film bow, a bare wafer on a ring would appear to carry a film force of 166 N/m, more than either nitride film produces.

For small deflections the two contributions add. With the film up, the centre lies at w_g + w_f. With the wafer turned over, gravity still acts downward but the film bow is reversed, which gives w_g − w_f. Half the difference of the readings is the film bow, and half their sum is the sag. This assumes that the bare wafer is flat; any bow of its own reverses with the film bow and must be measured before deposition.

**How far the linear result holds**

When a plate bends into a bowl, its midplane must also stretch, which stiffens it. I included this by solving the large-deflection plate equations numerically for the isotropic plate. The sag alone, 0.133 of the thickness, falls by 0.6 %. For the oxide-coated wafer the readings become −83.2 µm with the film up and 278.4 µm turned over. From these,

half difference = −180.8 µm, half sum = 97.6 µm.

The first is 3.1 % smaller in magnitude than Stoney's bow, and the second is 5.4 % below the linear sag.

A simple estimate reproduces this pattern. The stretching strain grows as the square of the deflection, its energy as the fourth power and its restoring force as the cube. To leading order, a linear deflection L is therefore reduced to L − αL³/h². The sag alone gives α = 0.0057/0.133² ≈ 0.32. Using this value for both shapes, which is an approximation, and inserting L = w_g ± w_f gives the relative reductions

half sum: α(w_g² + 3w_f²)/h² ≈ 6 %,
half difference: α(w_f² + 3w_g²)/h² ≈ 4 %.

The sag suffers more because here the film bow is the larger of the two.

Thin wafers leave the linear regime quickly. At fixed radius, w_g/h grows as 1/h³, and the formula would give a sag equal to the thickness at h = 775 µm × 0.133^(1/3), about 400 µm. It cannot be trusted there.

**Comparison with real wafers**

A thickness of 775 µm is the usual one for a full-thickness 300 mm wafer, and the film stresses are of common size, though they depend strongly on the deposition process. The assumption of a continuous ring needs particular care: three rim points raise the sag by more than 60 %. Thermal oxide, and nitride deposited in a furnace, normally cover both faces, where equal films cancel each other's moments; the table assumes that the lower film has been removed. Patterned films need not pull equally in all directions. The curvature then depends on direction, and the deflection of the centre alone no longer describes the shape of the wafer.

Several other corrections are smaller:

- A wafer thinner by 20 µm sags 5.4 % more.
- If the elastic constants soften by a rough 60 ppm/K, heating by 1000 K raises the sag by 6.4 %. A constant rate over so wide a range is only a rough guide, since the softening per kelvin grows with temperature. Near 1300 K silicon can also slip plastically under its own weight, above all at point supports, and the elastic formula then no longer applies. The figure concerns the sag only. Film and silicon expand differently, so such heating can change the film stress and its bow strongly, and the table holds only near room temperature.
- The copper film, with a density of about 8960 kg/m³, adds 0.5 % to the weight.
- Repeating the force and moment balance with the film's own thickness and stiffness changes Stoney's bow by at most 0.4 % for the four films. The film biaxial moduli were taken as roughly 300 GPa for nitride, 190 GPa for copper and 85 GPa for oxide.
- Transverse shear adds little. The shear force per length is qr/2 and the effective shear stiffness is (5/6)C44h, so the extra slope integrates to q a²/[4(5/6)C44h] = 1.9 nm.

All numerical values are calculated from the stated model.
